# Is a capacitor's effective screening length the metal's Thomas-Fermi length?

**Question**

I am estimating the depolarizing field in a thin ferroelectric film between two identical, short-circuited metal electrodes. The electrodes screen the film's bound charge imperfectly, and I describe this by a screening length $\lambda$. I took the electron density of the metal, computed its Thomas-Fermi length and inserted that for $\lambda$. A colleague objects that the same metal could give a different $\lambda$ with another interface, perhaps even a negative one. Screening is done by the metal's electrons, so how can the interface matter? And if a measured $\lambda$ does agree with the Thomas-Fermi length, does that settle the question?

**Answer**

The Thomas-Fermi length describes how an electron gas responds. The length in your capacitor formula describes a potential drop, and everything that moves at the interface contributes to that drop, ions included.

**What the effective length measures**

I use atomic units with $D=E+4\pi P$, and fields averaged parallel to the interface. Let $z=0$ be the plane where the film ends, with the electrode at $z>0$. All quantities are linear changes caused by $D$. With $\Delta\phi=\phi(0)-\phi(\infty)$, define

$$\lambda=\frac{d\,\Delta\phi}{dD}.$$

Let $\rho$ be all the charge induced on the electrode side, electronic and ionic; the film's own bound charge belongs to the film. Gauss's law gives $E'=4\pi\rho$, starting from $E=D$ just before the first electrode charge. The field vanishes deep in the metal, so $\int_0^\infty\rho\,dz=-D/4\pi$. Integrating by parts, with a boundary term $zE$ that vanishes at both ends,

$$\Delta\phi=\int_0^\infty E\,dz=-\int_0^\infty zE'\,dz=-4\pi\int_0^\infty z\rho\,dz .$$

Dividing by $D=-4\pi\int\rho\,dz$,

$$\lambda=\frac{\int z\rho\,dz}{\int\rho\,dz}.$$

Thus $\lambda$ is the depth of the centroid of the induced charge. Displacing ions in a neutral lattice adds no net charge, but it adds a dipole, and this moves the centroid.

**When the Thomas-Fermi length is correct**

Freeze the ions and let a uniform electron gas begin abruptly at $z=0$. If $N$ is the density of states at the Fermi level per volume, a slowly varying potential induces $\rho=-N\phi$. Poisson's equation becomes

$$\phi''=-4\pi\rho=k^2\phi,\qquad k^2=4\pi N .$$

The decaying solution is $\phi=\phi_0e^{-kz}$. The condition $E(0)=k\phi_0=D$ gives $\lambda=\phi_0/D=1/k\equiv\lambda_{TF}$.

For free electrons $n\propto E_F^{3/2}$, so $N=3n/(2E_F)$. Take a model metal with $n=0.020$ Å$^{-3}$, for which $E_F=2.687$ eV. In eV and Å, with potentials given as energies of a unit positive charge, $4\pi$ becomes $4\pi e^2=180.95$ eV Å. Then

$$k^2=180.95\times\frac{3\times0.020}{2\times2.687}=2.02\ \text{Å}^{-2},\qquad \lambda_{TF}=0.704\ \text{Å}\;(1.33\ \text{bohr}).$$

This is shorter than $1/k_F=(3\pi^2n)^{-1/3}\approx1.2$ Å, where $k_F$ is the Fermi wavevector, so the potential does not vary slowly on the scale of the electrons. The local law $\rho=-N\phi$ is therefore itself a model here, and even with frozen ions and an abrupt edge the true $\lambda$ can differ from $\lambda_{TF}$. If the electrons may spill out, even the sign can change: at a jellium surface facing vacuum the centroid of the induced charge lies outside the edge of the positive background, so $\lambda$ measured from that edge is negative although no ion moves.

**What ions in the metal change**

Raising $D$ by $dD$ transfers a charge $dD/4\pi$ per area through the drop $\Delta\phi$. The stored energy per area is therefore $\lambda D^2/8\pi$. For a cell of area $A$, with the electrons already relaxed and ionic displacements $u_j$ collected in a vector $u$, the energy to second order is

$$U=\frac{A\lambda_{\rm fr}D^2}{8\pi}-D\,Z^Tu+\tfrac12u^TKu .$$

Here $\lambda_{\rm fr}$ is the frozen-ion length and $K$ is the stiffness matrix at fixed $D$. The force on coordinate $j$ at $u=0$ is $DZ_j$, so $Z_j$ is the ionic charge times the frozen field $E/D$ averaged over that ion plane. Setting $\partial U/\partial u=0$ gives $u=K^{-1}ZD$. Substitution gives

$$U=\frac{A\lambda_{\rm fr}D^2}{8\pi}-\tfrac12D^2Z^TK^{-1}Z .$$

Equating this to $A\lambda D^2/8\pi$,

$$\lambda=\lambda_{\rm fr}-\frac{4\pi}{A}Z^TK^{-1}Z .$$

For a stable, positive $K$, ionic relaxation cannot increase $\lambda$ in a given geometry.

If the lattice responds locally with permittivity $\varepsilon_b$, Gauss's law for the electronic charge reads $(\varepsilon_bE)'=-k^2\phi$, or $\varepsilon_b\phi''=k^2\phi$. The decay length is $\ell=\sqrt{\varepsilon_b}/k$. At the surface $\varepsilon_bE(0^+)=\varepsilon_b\phi_0/\ell=D$, hence

$$\ell=\lambda_{TF}\sqrt{\varepsilon_b},\qquad \lambda_m=\frac{\phi_0}{D}=\frac{\ell}{\varepsilon_b}=\frac{\lambda_{TF}}{\sqrt{\varepsilon_b}} .$$

The field reaches deeper while the potential drop becomes smaller. A penetration depth is thus not a substitute for $\lambda$.

Let the metal's ion planes have thickness $a=2.0$ Å, charge $Q=2$, cell area $A=16$ Å$^2$ and spring $\kappa_m=10$ eV/Å$^2$. From $\kappa_mu=QE$ and $P=Qu/(Aa)$,

$$\varepsilon_b=1+\frac{4\pi Q^2}{Aa\kappa_m}=1+\frac{22.62}{10}=3.26 .$$

This gives $\lambda_m=0.39$ Å and $\ell=1.27$ Å.

The local picture is strained here, because the field changes appreciably across one plane. If each plane must move rigidly, minimizing the energy gives $0.70-0.25=0.45$ Å, about 16% above the local value. The order is as expected: rigid planes allow fewer polarization profiles than a local response, so their minimum energy cannot be lower, but they allow more than frozen ions do. I use the local value below, so the second decimal of the lengths belongs to the model.

**What the interfacial bond changes**

Now put a bond layer of thickness $t$ between the film's end plane and the electron gas. It has no mobile electrons, and its electronic polarizability is neglected. Its ions have charge $Q$ and a spring $\kappa$ defined at fixed macroscopic field $E$ in the layer:

$$\kappa u=QE,\qquad E=D-\frac{4\pi Qu}{At}.$$

Inserting the second relation into the first and collecting $u$,

$$u=\frac{QD}{K},\qquad K=\kappa+\frac{4\pi Q^2}{At},\qquad E=\frac{\kappa u}{Q}=\frac{\kappa}{K}D .$$

The layer adds a drop $tE=t\kappa D/K$. It contains no free charge, so the metal behind it still receives the same $D$. The drops add:

$$\boxed{\lambda=\frac{t\kappa}{K}+\frac{\lambda_{TF}}{\sqrt{\varepsilon_b}}}$$

The general energy formula agrees: the frozen layer contributes $t$, and relaxation removes $4\pi Q^2/(AK)=t(K-\kappa)/K$, leaving $t\kappa/K$.

The limits show what the bond does. For $\kappa\to\infty$ the layer is an empty gap and adds its full thickness. This is how $\lambda$ can exceed $\lambda_{TF}$ although relaxation lowers it: the geometry differs from that of a bare metal edge. For $\kappa\to0^+$ the ions screen the layer completely and it adds nothing. For $\kappa<0$ with $K>0$ the layer would polarize by itself at fixed $E$, yet it is stable at fixed $D$ against a uniform displacement. Its contribution is then negative, and the total is negative if $-t\kappa/K>\lambda_m$.

**Back to the depolarizing field**

Let the film have thickness $d$ and obey $D=\varepsilon_fE+4\pi P_s$, a linear law about its zero-field polarization $P_s$. Going through the capacitor in one direction, each of the two identical interfaces contributes $\lambda D$. Short circuit requires

$$Ed+2\lambda(\varepsilon_fE+4\pi P_s)=0\quad\Rightarrow\quad E=-\frac{8\pi\lambda P_s}{d+2\varepsilon_f\lambda}.$$

For a thick film $E\approx-8\pi\lambda P_s/d$, so an error in $\lambda$ passes straight into the field. For $\lambda>0$ and $d\ll2\varepsilon_f\lambda$, $E$ tends to the open-circuit value $-4\pi P_s/\varepsilon_f$, if the linear law survives such a field.

Take $d=40$ Å, $\varepsilon_f=10$ and $P_s=0.010$ e/Å$^2$, so that $4\pi P_s$ becomes $1.81$ eV/(e Å). The metal is the one above, and the bond layer has $t=2.0$ Å and the same $Q$ and $A$, which gives $K=\kappa+22.62$ eV/Å$^2$.

*Stiff bond,* $\kappa=40$ eV/Å$^2$:

$$\lambda=\frac{2.0\times40}{62.62}+0.39=1.67\ \text{Å}\;(3.15\ \text{bohr}),$$

$$E=-\frac{2\times1.67\times1.81}{40+20\times1.67}=-0.082\ \text{eV/(e Å)}.$$

Using $\lambda_{TF}$ instead gives $-0.047$ eV/(e Å), which, within the linear film law, is too small in magnitude by a factor of about 1.7.

*Self-polarizing bond,* $\kappa=-6$ eV/Å$^2$:

$$\lambda=-\frac{2.0\times6}{16.62}+0.39=-0.33\ \text{Å}\;(-0.63\ \text{bohr}),$$

$$E=+\frac{2\times0.33\times1.81}{40-20\times0.33}=+0.036\ \text{eV/(e Å)}.$$

The field now points along the polarization and supports it. The metal's electron gas is the same in both cases.

A negative $\lambda$ has a stability condition. With $P_s$ held as a parameter, the energy per area after the interfaces relax is

$$\frac{d\,(D-4\pi P_s)^2}{8\pi\varepsilon_f}+\frac{2\lambda D^2}{8\pi}.$$

Its curvature in $D$ is $(d/\varepsilon_f+2\lambda)/4\pi$. Stability against changes that are uniform along the interface needs this to be positive, together with $K>0$. Here that means $d>-2\varepsilon_f\lambda\approx6.7$ Å, which the 40 Å film satisfies. Below that thickness the linear theory has no stable state, and anharmonic terms must decide what happens.

The condition is necessary but not sufficient. If the bond displacements alternate along the interface, their fields can close sideways through the film and the metal, and they oppose the displacements less than in the uniform case. This opposition weakens as the period of the pattern shrinks, so a bond with $\kappa<0$ can prefer a lateral pattern even in a thick film. The uniform state of the self-polarizing example is therefore an assumption: it needs a coupling between neighbouring bond cells that makes short-period patterns costly enough, and this one-dimensional model does not contain that coupling. For a real interface, test this in a cell that is several units wide.

**Does agreement with $\lambda_{TF}$ settle it?**

No. Let $x=\lambda_{TF}-\lambda_m=0.314$ Å be the amount by which the metal's lattice lowers the length. The bond layer restores it if $t\kappa/K=x$, that is, if $t\kappa=x(\kappa+22.62)$ in these units:

$$\kappa=\frac{22.62\,x}{t-x}=\frac{22.62\times0.314}{2.0-0.314}\approx4.21\ \text{eV/Å}^2 .$$

This capacitor has $\lambda=0.704$ Å and $E=-0.047$ eV/(e Å), the values expected from the bare electron gas, although its bond ions move by 0.10 Å and its metal lattice also responds. Agreement in one number does not identify the mechanism.

A length extracted from capacitance needs one more check. Adding the drops under a small applied voltage $V$ gives $V=(d/\varepsilon_f+2\lambda)D$. If a slice of thickness $s$ on each side is reassigned from film to electrode, $d$ becomes $d-2s$ and $\lambda$ becomes $\lambda+s/\varepsilon_f$, while the sum is unchanged. A quoted $\lambda$ therefore needs a stated film thickness. The reassigned slice also carries $P_s$ and has the field $(D-4\pi P_s)/\varepsilon_f$. Its constant part must be kept if the shifted $\lambda$ is used for the depolarizing field.

**How far to trust these numbers**

The centroid formula rests on Gauss's law and holds for any planar-averaged linear response whose induced electrode charge lies at $z>0$ and whose field falls off like $z^{-1-\eta}$ with $\eta>0$, or faster, deep in the metal. If electrons spill out, the plane $z=0$ must be placed in front of them. The boxed formula is a model. It treats the electrons' response as local and linear, and it omits electron spill-out, tunnelling, domains and anharmonicity. The last is a real concern for the self-polarizing bond, whose ions move by 0.26 Å; a quartic stiffening of the bond at such a displacement can remove the negative drop and reverse the sign of the field. The linear film law is also stretched: with the stiff bond, the field-induced part $(\varepsilon_f-1)E/4\pi$ cancels about 41% of $P_s$, so the film's nonlinear equation of state is needed, and it can change the outcome qualitatively. If the film obeyed $E=-\alpha P+\beta P^3$ and $D=E+4\pi P$ with the same $P_s$ and $\varepsilon_f$, then $4\pi/(2\alpha)=\varepsilon_f-1$, and a polarized short-circuit state would need $2\lambda/(d+2\lambda)<1/[2(\varepsilon_f-1)]=0.056$. The stiff bond gives $0.077$, so that film would not stay polarized at all. The same field puts about 3.3 V across the film, which is comparable with the band gap of many ferroelectric oxides. The model assumes a film without mobile charge, so it fails if a band edge of the film reaches the Fermi level of the metal.

For a real interface, calculate the potential drop $\Delta\phi(D)$ with the ions relaxed, for both signs of $D$ and up to the working value. Its slope is the differential $\lambda$ that enters the capacitance. The depolarizing field needs the full drops: $2\lambda D$ in the short-circuit condition becomes $\Delta\phi(D)-\Delta\phi(-D)$, which equals the slope times $2D$ only if the drop is linear over that whole range. Repeating this with the ions frozen shows how much of the screening is ionic. The numerical output below includes a Poisson solution of each complete capacitor, which agrees with the fields and lengths given here.

## Computed values

```
INPUTS
electron density = 0.020 angstrom^-3
cell area A = 16.0 angstrom^2; charge Q = 2.0 e
bond-layer thickness t = 2.0 angstrom
metal ionic-plane thickness = 2.0 angstrom
metal lattice spring = 10.0 eV/angstrom^2
film thickness d = 40.0 angstrom
film permittivity eps_f = 10.0 (no unit)
film polarization P = 0.010 e/angstrom^2
METAL
4 pi e^2 = 180.951 eV angstrom
Fermi energy = 2.687 eV
Thomas-Fermi length = 0.7035 angstrom = 1.3294 bohr
metal lattice permittivity eps_b = 3.2619 (no unit)
local-lattice screening length = 0.3895 angstrom
field decay length, formula = 1.2706 angstrom
field decay length, Poisson = 1.2706 angstrom
frozen-ion minimization = 0.7035 angstrom
rigid-plane minimization = 0.4526 angstrom
rigid-plane charge centroid = 0.4525 angstrom
rigid-plane ionic reduction = 0.2509 angstrom
thin-plane minimization = 0.3896 angstrom
CAPACITORS: same metal and film, different bonds
4 pi Q^2/(A t) = 22.619 eV/angstrom^2
[stiff] spring kappa = 40.000 eV/angstrom^2
  fixed-D stiffness K = 62.619 eV/angstrom^2
  bond contribution = 1.2776 angstrom
  effective length = 1.6671 angstrom = 3.1504 bohr
  length from capacitance = 1.6671 angstrom
  film field E, Poisson = -0.08226 eV/(e angstrom)
  displacement field D = 0.9869 eV/(e angstrom)
  bond displacement u = 0.0315 angstrom
[tuned] spring kappa = 4.212 eV/angstrom^2
  fixed-D stiffness K = 26.831 eV/angstrom^2
  bond contribution = 0.3140 angstrom
  effective length = 0.7035 angstrom = 1.3294 bohr
  length from capacitance = 0.7035 angstrom
  film field E, Poisson = -0.04709 eV/(e angstrom)
  displacement field D = 1.3386 eV/(e angstrom)
  bond displacement u = 0.0998 angstrom
[self-polarizing] spring kappa = -6.000 eV/angstrom^2
  fixed-D stiffness K = 16.619 eV/angstrom^2
  bond contribution = -0.7221 angstrom
  effective length = -0.3325 angstrom = -0.6284 bohr
  length from capacitance = -0.3326 angstrom
  film field E, Poisson = 0.03609 eV/(e angstrom)
  displacement field D = 2.1704 eV/(e angstrom)
  bond displacement u = 0.2612 angstrom
film field assumed from lambda_TF = -0.04709 eV/(e angstrom)
minimum stable film thickness, self-polarizing bond = 6.651 angstrom
```
